# Energy and normal velocity of electrons injected by a thermal contact: a numerical check

```python
"""Injection from a nondegenerate, parabolic-band contact.
Result under test: electrons crossing the contact plane have mean kinetic
energy 2kT, and their normal velocity is sampled by
    v_x = sqrt(-2 kT ln(r) / m_x),   r uniform on (0, 1].
Symbols: kT thermal energy, m_x mass along the contact normal x,
m_long and m_tran the principal masses of the silicon valleys.
"Heavy" valleys have m_long along x (2 of 6); "light" ones m_tran (4 of 6).
Internal units are SI; printed units are stated on each line.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import ks_2samp

rng = np.random.default_rng(20240)
q, kB, h, m0 = const.e, const.k, const.h, const.m_e

# ---- inputs (rough silicon values and chosen diode data) ----
T = 300.0
m_long, m_tran = 0.92 * m0, 0.19 * m0
n_contact = 1e17 * 1e6            # m^-3
length = 200e-9                   # m
bias = 0.3                        # V
J_net = 1e4 * 1e4                 # A/m^2
alpha = 0.5                       # 1/eV
breakdown_field = 300.0           # kV/cm
kT = kB * T
kT_meV = 1e3 * kT / q
sig_heavy, sig_light = np.sqrt(kT / m_long), np.sqrt(kT / m_tran)

# ---- derived formulas ----
flux_heavy = n_contact / 3 * np.sqrt(kT / (2 * np.pi * m_long))
flux_light = 2 * n_contact / 3 * np.sqrt(kT / (2 * np.pi * m_tran))
flux = flux_heavy + flux_light
share_heavy = flux_heavy / flux


def normal_velocity(r, mass):
    return np.sqrt(-2 * kT * np.log(r) / mass)


# ---- crossing experiment: equilibrium electrons in a slab, free flight ----
N = 4_000_000
dt = 1e-15
slab = 6.5 * sig_light * dt
heavy = rng.random(N) < 1 / 3
mx = np.where(heavy, m_long, m_tran)
my = np.where(heavy, m_tran, m_long)
vx = rng.standard_normal(N) * np.sqrt(kT / mx)
vy = rng.standard_normal(N) * np.sqrt(kT / my)
vz = rng.standard_normal(N) * sig_light
x = -slab * rng.random(N)
crossed = x + vx * dt > 0
energy = (mx * vx**2 + my * vy**2 + m_tran * vz**2) / (2 * kT)
normal_energy = mx * vx**2 / (2 * kT)
Nc = int(crossed.sum())
E_all = energy.mean()
E_cross = energy[crossed].mean()
En_cross = normal_energy[crossed].mean()
std_cross = energy[crossed].std()
share_cross = heavy[crossed].mean()
flux_cross = Nc / N * n_contact * slab / dt
# tolerances: five standard errors of each sampled quantity
assert abs(E_all - 1.5) < 5 * np.sqrt(1.5 / N)
assert abs(E_cross - 2) < 5 * np.sqrt(2 / Nc)
assert abs(En_cross - 1) < 5 / np.sqrt(Nc)
assert abs(std_cross - np.sqrt(2)) < 5 * 1.58 / np.sqrt(Nc)
assert abs(share_cross - share_heavy) < 5 * np.sqrt(0.25 / Nc)
assert abs(flux_cross / flux - 1) < 5 / np.sqrt(Nc)

# ---- sampler against the crossing electrons, valley by valley ----
ks_good = []
for is_heavy, mass in ((True, m_long), (False, m_tran)):
    observed = vx[crossed & (heavy == is_heavy)]
    sampled = normal_velocity(1 - rng.random(300_000), mass)
    stat = ks_2samp(observed, sampled, method="asymp").statistic
    limit = 2.7 * np.sqrt(1 / observed.size + 1 / sampled.size)
    assert stat < limit
    ks_good.append(stat)
    mean_v = np.sqrt(np.pi * kT / (2 * mass))
    assert abs(observed.mean() / mean_v - 1) < 5 * 0.53 / np.sqrt(observed.size)
wrong = np.abs(rng.standard_normal(300_000)) * sig_light
ks_wrong = ks_2samp(observed, wrong, method="asymp").statistic
assert ks_wrong > 0.2
E_wrong = (m_tran * wrong**2 / (2 * kT)).mean() + 1.0
assert abs(E_wrong - 1.5) < 0.01

# ---- complete injection routine: valley, normal and transverse velocity ----
M = 200_000
pick = rng.random(M) < share_heavy
ix = np.where(pick, m_long, m_tran)
iy = np.where(pick, m_tran, m_long)
wx = normal_velocity(1 - rng.random(M), ix)
wy = rng.standard_normal(M) * np.sqrt(kT / iy)
wz = rng.standard_normal(M) * sig_light
E_injected = ((ix * wx**2 + iy * wy**2 + m_tran * wz**2) / (2 * kT)).mean()
assert abs(E_injected - 2) < 5 * np.sqrt(2 / M)

# ---- inversion: tail of the flux integral must equal r ----
r_values = (0.1, 0.5, 0.9)
for r in r_values:
    s = normal_velocity(r, m_tran) / sig_light
    tail = quad(lambda v: v * np.exp(-v * v / 2), s, 12)[0]
    whole = quad(lambda v: v * np.exp(-v * v / 2), 0, 12)[0]
    assert abs(tail / whole - r) < 1e-8


# ---- density near the contact after steady injection for a given time ----
def density_ratio(pdf, time):
    """Mean density in a layer, relative to n/2, at the correct flux.
    Velocity unit sqrt(kT/m); time unit layer thickness / velocity unit."""
    slow = time * quad(pdf, 0, 1 / time)[0]
    fast = quad(lambda u: pdf(np.exp(u)), -np.log(time), np.log(12), limit=200)[0]
    return (slow + fast) / np.sqrt(np.pi / 2)


def flux_law(v):
    return v * np.exp(-v * v / 2)


def half_gauss(v):
    return np.sqrt(2 / np.pi) * np.exp(-v * v / 2)


right_100, right_1000 = (density_ratio(flux_law, t) for t in (100, 1000))
wrong_100, wrong_1000 = (density_ratio(half_gauss, t) for t in (100, 1000))
assert abs(right_100 - 1) < 0.01 and abs(right_1000 - 1) < 0.001
assert abs(wrong_1000 - wrong_100 - 2 / np.pi * np.log(10)) < 0.01

# ---- mean energy by a three-dimensional momentum integral ----
nodes, weights = np.polynomial.legendre.leggauss(48)
p1, w1 = 4.5 * (nodes + 1), 4.5 * weights
px, py, pz = np.meshgrid(p1, p1, p1, indexing="ij")
w3 = w1[:, None, None] * w1[None, :, None] * w1[None, None, :]


def flux_mean_energy(occupation, a=0.0):
    """Energy per crossing in kT; a = nonparabolicity times kT."""
    g = (px**2 + py**2 + pz**2) / 2
    E = g if a == 0 else (np.sqrt(1 + 4 * a * g) - 1) / (2 * a)
    crossing = w3 * px / (1 + 2 * a * E) * occupation(E)
    return (crossing * E).sum() / crossing.sum()


def boltzmann(E):
    return np.exp(-E)


E_integral = flux_mean_energy(boltzmann)
assert abs(E_integral - 2) < 1e-8

# degeneracy
m_dos = (m_long * m_tran**2) ** (1 / 3)
N_band = 12 * (2 * np.pi * m_dos * kT / h**2) ** 1.5


def filling(eta):
    return 4 / np.sqrt(np.pi) * quad(
        lambda t: t * t / (1 + np.exp(t * t - eta)), 0, 8)[0]


eta = brentq(lambda e: filling(e) - n_contact / N_band, -15, 5)


def fermi(E):
    return 1 / (1 + np.exp(E - eta))


E_fermi = (quad(lambda E: E * E * fermi(E), 0, 60)[0]
           / quad(lambda E: E * fermi(E), 0, 60)[0])
assert abs(E_fermi - flux_mean_energy(fermi)) < 1e-7


# nonparabolicity
def kane_mean(a):
    return (2 + 6 * a) / (1 + 2 * a)


a300 = alpha * kT / q
a400 = alpha * kB * 400 / q
for a in (a300, a400):
    assert abs(kane_mean(a) - flux_mean_energy(boltzmann, a)) < 1e-5

# drift of the contact electrons, common scattering time in all valleys
drift = J_net / (q * n_contact)
m_cond = 3 / (1 / m_long + 2 / m_tran)
carried = crossings = linear = 0.0
s_max = 0.0
for part, mass in ((1 / 3, m_long), (2 / 3, m_tran)):
    s = drift * m_cond / mass / np.sqrt(kT / mass)
    s_max = max(s_max, s)
    f1 = quad(lambda v: v * np.exp(-(v - s)**2 / 2), 0, 12)[0]
    f3 = quad(lambda v: v**3 * np.exp(-(v - s)**2 / 2), 0, 12)[0]
    # each transverse direction contributes kT/2
    single = f3 / f1 / 2 + 1
    assert abs(single - 2 - np.sqrt(np.pi / 8) * s) < s * s
    carried += part / np.sqrt(mass) * f1 * single
    crossings += part / np.sqrt(mass) * f1
E_drift = carried / crossings

flux_one_mass = n_contact * np.sqrt(kT / (2 * np.pi * m_cond))
wavelength = h / np.sqrt(2 * np.pi * m_tran * kT)
field = bias / length / 1e5       # kV/cm


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


show("Temperature", f"{T:.0f}", "K")
show("Masses, longitudinal and transverse",
     f"{m_long/m0:.2f}, {m_tran/m0:.2f}", "m0")
show("Contact electron density", f"{n_contact/1e6:.1e}", "cm^-3")
show("Channel length", f"{length*1e9:.0f}", "nm")
show("Bias", f"{bias:.1f}", "V")
show("Net current density", f"{J_net/1e4:.1e}", "A/cm^2")
show("kT", f"{kT_meV:.2f}", "meV")
show("3kT/2, electrons in the contact", f"{1.5*kT_meV:.2f}", "meV")
show("2kT, injected electrons", f"{2*kT_meV:.2f}", "meV")
show("Energy spread sqrt(2) kT", f"{np.sqrt(2)*kT_meV:.2f}", "meV")
show("Injected flux", f"{flux/1e4:.3e}", "cm^-2 s^-1")
show("Injected current density", f"{q*flux/1e4:.3e}", "A/cm^2")
show("Injected kinetic power density", f"{2*kT*flux/1e4:.3e}", "W/cm^2")
show("Flux share of heavy valleys", f"{100*share_heavy:.2f}", "%")
show("Mean normal velocity, heavy valley",
     f"{np.sqrt(np.pi/2)*sig_heavy/1e5:.3f}", "1e7 cm/s")
show("Mean normal velocity, light valley",
     f"{np.sqrt(np.pi/2)*sig_light/1e5:.3f}", "1e7 cm/s")
for r in r_values:
    show(f"r = {r}: v_x heavy, light",
         f"{normal_velocity(r, m_long)/1e5:.3f}, "
         f"{normal_velocity(r, m_tran)/1e5:.3f}", "1e7 cm/s")
    show(f"r = {r}: normal energy", f"{-np.log(r)*kT_meV:.2f}", "meV")
show("Simulated electrons in slab", N)
show("Simulated crossings", Nc)
show("Mean energy in slab", f"{E_all:.4f}", "kT")
show("Mean energy of crossings", f"{E_cross:.4f}", "kT")
show("Standard error of that mean", f"{np.sqrt(2/Nc):.4f}", "kT")
show("Normal part of crossing energy", f"{En_cross:.4f}", "kT")
show("Energy spread of crossings", f"{std_cross:.4f}", "kT")
show("Heavy-valley share of crossings", f"{100*share_cross:.2f}", "%")
show("Simulated flux / formula", f"{flux_cross/flux:.4f}")
show("Number of electrons from injection routine", M)
show("Mean energy from injection routine", f"{E_injected:.4f}", "kT")
show("Largest CDF gap, flux rule, heavy and light",
     f"{ks_good[0]:.4f}, {ks_good[1]:.4f}")
show("Largest CDF gap, half-Gaussian rule, light", f"{ks_wrong:.4f}")
show("Mean energy, half-Gaussian rule", f"{E_wrong:.4f}", "kT")
show("Density/(n/2), flux rule, time 100 and 1000",
     f"{right_100:.4f}, {right_1000:.4f}")
show("Density/(n/2), half-Gaussian, time 100 and 1000",
     f"{wrong_100:.3f}, {wrong_1000:.3f}")
show("Effective density of states", f"{N_band/1e6:.3e}", "cm^-3")
show("Fermi level from band edge", f"{eta:.3f}", "kT")
show("Mean energy with degeneracy", f"{E_fermi:.5f}", "kT")
show("Nonparabolicity", f"{alpha:.1f}", "1/eV")
show("Mean energy with nonparabolicity", f"{kane_mean(a300):.4f}", "kT")
show("Contact drift velocity", f"{drift/1e5:.4f}", "1e7 cm/s")
show("Largest drift / thermal velocity s", f"{s_max:.4f}")
show("Mean energy with contact drift", f"{E_drift:.4f}", "kT")
show("Conductivity mass", f"{m_cond/m0:.4f}", "m0")
show("Flux error with that single mass",
     f"{100*(flux_one_mass/flux-1):.2f}", "%")
show("Thermal wavelength, light mass", f"{wavelength*1e9:.2f}", "nm")
show("Average field; rough breakdown field",
     f"{field:.1f}; {breakdown_field:.0f}", "kV/cm")
show("2kT at 400 K", f"{2e3*kB*400/q:.2f}", "meV")
show("Nonparabolic mean at 400 K", f"{kane_mean(a400):.4f}", "kT")
print("ALL CHECKS PASSED")
```

Printed output:

```
Temperature: 300 K
Masses, longitudinal and transverse: 0.92, 0.19 m0
Contact electron density: 1.0e+17 cm^-3
Channel length: 200 nm
Bias: 0.3 V
Net current density: 1.0e+04 A/cm^2
kT: 25.85 meV
3kT/2, electrons in the contact: 38.78 meV
2kT, injected electrons: 51.70 meV
Energy spread sqrt(2) kT: 36.56 meV
Injected flux: 5.049e+23 cm^-2 s^-1
Injected current density: 8.090e+04 A/cm^2
Injected kinetic power density: 4.183e+03 W/cm^2
Flux share of heavy valleys: 18.52 %
Mean normal velocity, heavy valley: 0.881 1e7 cm/s
Mean normal velocity, light valley: 1.939 1e7 cm/s
r = 0.1: v_x heavy, light: 1.509, 3.320 1e7 cm/s
r = 0.1: normal energy: 59.53 meV
r = 0.5: v_x heavy, light: 0.828, 1.821 1e7 cm/s
r = 0.5: normal energy: 17.92 meV
r = 0.9: v_x heavy, light: 0.323, 0.710 1e7 cm/s
r = 0.9: normal energy: 2.72 meV
Simulated electrons in slab: 4000000
Simulated crossings: 201160
Mean energy in slab: 1.4994 kT
Mean energy of crossings: 2.0016 kT
Standard error of that mean: 0.0032 kT
Normal part of crossing energy: 1.0014 kT
Energy spread of crossings: 1.4152 kT
Heavy-valley share of crossings: 18.44 %
Simulated flux / formula: 1.0015
Number of electrons from injection routine: 200000
Mean energy from injection routine: 1.9962 kT
Largest CDF gap, flux rule, heavy and light: 0.0082, 0.0037
Largest CDF gap, half-Gaussian rule, light: 0.3034
Mean energy, half-Gaussian rule: 1.4994 kT
Density/(n/2), flux rule, time 100 and 1000: 0.9960, 0.9996
Density/(n/2), half-Gaussian, time 100 and 1000: 3.605, 5.071
Effective density of states: 2.744e+19 cm^-3
Fermi level from band edge: -5.613 kT
Mean energy with degeneracy: 2.00091 kT
Nonparabolicity: 0.5 1/eV
Mean energy with nonparabolicity: 2.0252 kT
Contact drift velocity: 0.0624 1e7 cm/s
Largest drift / thermal velocity s: 0.0549
Mean energy with contact drift: 2.0316 kT
Conductivity mass: 0.2583 m0
Flux error with that single mass: 4.82 %
Thermal wavelength, light mass: 9.87 nm
Average field; rough breakdown field: 15.0; 300 kV/cm
2kT at 400 K: 68.94 meV
Nonparabolic mean at 400 K: 2.0333 kT
ALL CHECKS PASSED
```
